# Why adiabatic band-edge shifts diverge in polar crystals

Take a model polar crystal and sum the zero-temperature intraband Fan shift of its conduction minimum over an $N\times N\times N$ grid of phonon wavevectors, omitting $q=0$. With the adiabatic Allen-Heine-Cardona denominator the result is $-34.7$, $-69.8$ and $-139.8$ meV for $N=32$, $64$, $128$: it doubles, to within one percent, when the grid is doubled. With the phonon frequency kept in the denominator the same grids give $-23.1$, $-29.3$ and $-32.9$ meV, moving toward $-36.6$ meV, close to $-\alpha\hbar\omega_{LO}=-36.95$ meV. The two sums differ by one term in one denominator.

## Model and conventions

Formulas are in Hartree atomic units ($\hbar=e=m_e=1$, Gaussian electrostatics), and energies are quoted in meV. The crystal is a cubic insulator without free carriers, with one dispersionless LO mode of frequency $\omega$ and Bose occupation $n$. The band edge is non-degenerate, at $k=0$, with $\varepsilon_q=q^2/2m$. The shift is taken at second order in the coupling and at the bare electron energy. Piezoelectric coupling to acoustic modes is excluded.

The example uses round parameters and represents no material: a simple cubic two-atom cell with $a=8$ bohr ($\Omega=512$ bohr$^3$), masses 20 and 40 u, Born charges $\pm Z^*=\pm2$, $\epsilon_\infty=5$, $\omega_{TO}=25$ meV, $m=0.3$. Grid sums use the cosine band $\sum_i(1-\cos q_ia)/ma^2$, which has mass $m$ at its minimum. Numbers come from the numerical check.

## The vertex supplies $q^{-2}$

Let $\mathbf u$ be the relative displacement of the two ions and $\mu$ their reduced mass, so that the ionic polarization is $\mathbf P=Z^*\mathbf u/\Omega$. For a long wave $e^{i\mathbf q\cdot\mathbf r}$, electrostatics makes $\mathbf E$ parallel to $\mathbf q$, and the absence of free charge gives $\mathbf q\cdot(\epsilon_\infty\mathbf E+4\pi\mathbf P)=0$. Hence $\mathbf E=-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)/\epsilon_\infty$, which vanishes for transverse modes.

The equation of motion is $\mu\ddot{\mathbf u}=-\mu\omega_{TO}^2\mathbf u+Z^*\mathbf E$. Inserting the longitudinal field gives the first relation below. Setting $\ddot{\mathbf u}=0$ in an applied field gives $\mathbf u=Z^*\mathbf E/\mu\omega_{TO}^2$, and $\epsilon_0\mathbf E=\epsilon_\infty\mathbf E+4\pi\mathbf P$ gives the second:

$$\omega^2=\omega_{TO}^2+\frac{4\pi Z^{*2}}{\Omega\epsilon_\infty\mu},\qquad \epsilon_0=\epsilon_\infty+\frac{4\pi Z^{*2}}{\Omega\mu\,\omega_{TO}^2}.$$

Dividing the first by $\omega_{TO}^2$ and the second by $\epsilon_\infty$ yields the Lyddane-Sachs-Teller relation $\omega^2/\omega_{TO}^2=\epsilon_0/\epsilon_\infty$.

Since $\mathbf E=-i\mathbf q\phi$, the potential has magnitude $4\pi P/\epsilon_\infty q$. Quantizing the mode in $N_c$ cells gives each Fourier component the amplitude $(2\mu\omega N_c)^{-1/2}(a_{\mathbf q}+a^\dagger_{-\mathbf q})$, so

$$H_{ep}=\frac{1}{\sqrt{N_c}}\sum_{\mathbf q}g_{\mathbf q}\,(a_{\mathbf q}+a^\dagger_{-\mathbf q})\,e^{i\mathbf q\cdot\mathbf r},\qquad |g_{\mathbf q}|=\frac{4\pi Z^*}{\Omega\epsilon_\infty q\sqrt{2\mu\omega}}.$$

Squaring, and recognizing $\omega^2-\omega_{TO}^2=\omega^2(1-\epsilon_\infty/\epsilon_0)$ in the factor $4\pi Z^{*2}/\Omega\epsilon_\infty\mu$,

$$|g_{\mathbf q}|^2=\frac{2\pi(\omega^2-\omega_{TO}^2)}{\Omega\epsilon_\infty\omega\,q^2}=\frac{2\pi\omega}{\epsilon^*\Omega\,q^2},\qquad \frac1{\epsilon^*}=\frac1{\epsilon_\infty}-\frac1{\epsilon_0}.$$

Diagonalizing the dynamical matrix gives $\omega=34.974$ meV $=1.285271\times10^{-3}$ Ha, and the static ionic response gives $\epsilon_0=9.7854$. Then $1/\epsilon^*=1/5-1/9.7854=0.09781$ and $\Omega q^2|g|^2=2\pi\times1.285271\times10^{-3}\times0.09781=7.899\times10^{-4}$ Ha$^2$ bohr, in agreement with the value built from the LO eigenvector.

## The denominator supplies another $q^{-2}$, or does not

Put one electron at the minimum, at energy zero. In second-order perturbation theory it emits a phonon, with squared matrix element $(n+1)|g|^2/N_c$ and intermediate energy $\varepsilon_q+\omega$, or absorbs one, with $n|g|^2/N_c$ and $\varepsilon_q-\omega$:

$$\Sigma^{\rm dyn}=\frac1{N_c}\sum_{\mathbf q}|g_{\mathbf q}|^2\left[\frac{n+1}{-\varepsilon_q-\omega}+\frac{n}{-\varepsilon_q+\omega}\right].$$

The adiabatic theory treats $U_{\mathbf q}=a_{\mathbf q}+a^\dagger_{-\mathbf q}$ as a fixed number, finds the electron level in the static potential, and averages over displacements afterwards. The static second-order shift is $N_c^{-1}\sum|g|^2|U_{\mathbf q}|^2/(-\varepsilon_q)$, and $\langle U_{\mathbf q}U^\dagger_{\mathbf q}\rangle=\langle a_{\mathbf q}a^\dagger_{\mathbf q}\rangle+\langle a^\dagger_{-\mathbf q}a_{-\mathbf q}\rangle=2n+1$. Thus

$$\Sigma^{\rm ad}=\frac1{N_c}\sum_{\mathbf q}|g_{\mathbf q}|^2\,\frac{2n+1}{-\varepsilon_q},$$

which is $\Sigma^{\rm dyn}$ with $\omega$ deleted from the denominators but kept in $|g|^2$.

Both forms were tested by diagonalization for an electron weakly coupled to one pair of modes $\pm\mathbf q$. In units of $g^2/\omega$ and for $\varepsilon_q/\omega=0.37$, quantum phonons give $-1.4599=-2/1.37$ and averaged frozen displacements give $-5.4054=-2/0.37$. For $\varepsilon_q/\omega=0.05$ the values are $-1.9048=-2/1.05$ and $-39.9994$, against $-2/0.05=-40$. The coupling is $g=10^{-4}\omega$, and the remaining $6\times10^{-4}$ is the fourth-order term, which grows as $g^2$ in these units.

## The contributions weighed at small $q$

In a crystal the long-wave potential connects Bloch states with matrix element $g_{\mathbf q}\langle u_{n'\mathbf q}|u_{n0}\rangle$. First-order $\mathbf k\cdot\mathbf p$ theory gives an overlap $1-O(q^2)$ for $n'=n$ and one of magnitude $|\mathbf q\cdot\mathbf p_{nn'}|/|\varepsilon_n-\varepsilon_{n'}|$ for $n'\ne n$. A term $q^{-s}$ is integrable over $d^3q$ at the origin when $s<3$. At $T=0$:

- Intraband, adiabatic. The summand is $-\dfrac{2\pi\omega}{\epsilon^*\Omega q^2}\dfrac{2m}{q^2}=-\dfrac{4\pi m\omega}{\epsilon^*\Omega q^4}$, which is not integrable.
- Intraband, dynamic. The denominator tends to $-\omega$, leaving $q^{-2}$.
- Interband. The squared overlap $\propto q^2$ cancels the vertex and the denominator is a gap, leaving $q^0$.
- Debye-Waller. This term is the expectation value of the part of the potential quadratic in displacements. The rigid-ion approximation retains the same-atom second derivatives, which do not depend on $\mathbf q$; the wavevector enters through normalized eigenvectors and $1/\omega$, bounded for an optical mode. Within this approximation it scales as $q^0$ and cannot cancel the first item. This is an argument from structure and was not tested numerically.
- Short-range intraband vertex. A bounded addition $B$ to $g$ contributes $|B|^2/\varepsilon_q\sim q^{-2}$, and its cross term with the $1/q$ vertex is at most $q^{-3}$. That power is borderline: unless its angular average vanishes it diverges logarithmically, which is weaker than the first item and cannot cancel it.

The first three exponents were tested in a four-band model: an $s$ level at $E_g+q^2/2$ and three $p$ levels at $-q^2/2$, coupled by $Pq_i$, with $E_g=3000$ meV and $1/m=1+2P^2/E_g$. The logarithmic slopes are $-4.0000$, $-2.0001$ and $0.0000$.

A constant vertex serves as the non-polar control. Writing $1/x=\int_0^\infty e^{-tx}dt$ factorizes the zone average of $1/(3-\sum_i\cos q_ia)$ into $\int_0^\infty[e^{-t}I_0(t)]^3dt=0.50546$. The adiabatic grid sums, in units of $-g^2ma^2$, are $0.49841$ and $0.50193$ for $N=64$ and $128$, and the $1/N$ extrapolation $2\times0.50193-0.49841=0.50545$ meets the integral. In this model the divergence needs both the polar vertex and the vanishing denominator.

## One integral for all cases

For the parabolic band, $N_c^{-1}\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3=(\Omega/2\pi^2)\int q^2dq$. The $q^2$ cancels the vertex and leaves the prefactor $(\Omega/2\pi^2)(2\pi\omega/\epsilon^*\Omega)=\omega/\pi\epsilon^*$. Each denominator at the edge has the form $-(q^2+\kappa^2)/2m$, and $\int_0^\infty dq/(q^2+\kappa^2)=\pi/2\kappa$ for ${\rm Re}\,\kappa>0$. Define

$$q_\omega=\sqrt{2m\omega},\qquad \alpha=\frac1{\epsilon^*}\sqrt{\frac{m}{2\omega}},\qquad \alpha\omega=\frac{1}{\epsilon^*}\sqrt{\frac{m\omega}{2}}=\frac{m\omega}{\epsilon^*q_\omega}.$$

Then each channel of unit weight gives

$$\Sigma(\kappa)=-\frac{\omega}{\pi\epsilon^*}\int_0^\infty\frac{2m\,dq}{q^2+\kappa^2}=-\frac{m\omega}{\epsilon^*\kappa}=-\alpha\omega\,\frac{q_\omega}{\kappa}.$$

In the example $q_\omega=\sqrt{0.6\times1.285271\times10^{-3}}=0.02777$ bohr$^{-1}$, $\alpha=0.09781\sqrt{0.3/(2\times1.285271\times10^{-3})}=1.0566$, and $\alpha\omega=1.0566\times34.974=36.95$ meV.

## Three appearances of the adiabatic divergence

The adiabatic case is $\kappa=0$, and any finite number obtained for it is set by the regulator.

With a lower cutoff, $\int_{q_{\min}}^\infty dq/q^2=1/q_{\min}$ gives $-2m\omega/\pi\epsilon^*q_{\min}=-\alpha\omega\,(2/\pi)\,q_\omega/q_{\min}$. Quadrature gives $-23.5$, $-235$ and $-2353$ meV for $q_{\min}/q_\omega=1$, $0.1$, $0.01$.

On a grid, $\mathbf q=2\pi\mathbf n/L$ with $L=Na$ and $N_c\Omega=L^3$. The $q^{-4}$ term sums to

$$-\frac{4\pi m\omega}{\epsilon^*L^3}\left(\frac{L}{2\pi}\right)^4{\sum_{\mathbf n}}'\frac1{|\mathbf n|^4}=-\frac{m\omega L\,Z_4}{4\pi^3\epsilon^*},$$

with $Z_4=16.532$ for the infinite cubic lattice. Truncating at the zone boundary drops a tail of order $1/N$, which multiplied by $L$ is a constant. The non-parabolic remainder of the summand goes as $q^{-2}$ and converges to another constant. The predicted slope per unit $N$ is $-0.3\times34.974\times8\times16.532\times0.09781/4\pi^3=-1.094$ meV, and the grids give $(-139.810+69.765)/64=-1.094$ meV. This accounts for the opening fact. The value $-34.7$ meV at $N=32$ resembles $-\alpha\omega$ because a straight line in $N$ crosses that value somewhere.

With a broadening, $1/(-\varepsilon_q+i\delta)=-2m/(q^2-2im\delta)$, so $\kappa=\sqrt{2m\delta}\,e^{-i\pi/4}$. Then $q_\omega/\kappa=\sqrt{\omega/\delta}\,e^{i\pi/4}$ and

$${\rm Re}\,\Sigma^{\rm ad}=-\alpha\omega\sqrt{\omega/2\delta}.$$

Quadrature gives $-15.5$, $-48.9$, $-155$ and $-489$ meV for $\delta=100$, $10$, $1$, $0.1$ meV. The choice $\delta=\omega/2=17.49$ meV returns $-36.95$ meV, but $\delta$ has then been fitted to the answer.

## Keeping the frequency

At $T=0$ the emission channel alone survives, with $\kappa^2=2m\omega$, so $\kappa=q_\omega$ and

$$\Sigma^{\rm dyn}=-\alpha\omega .$$

This is the long-range intraband part of the renormalization; the interband, Debye-Waller and short-range parts are to be added to it. With an upper cutoff the integral is $\arctan(q_c/q_\omega)/q_\omega$ and the shift is $-\alpha\omega(2/\pi)\arctan(q_c/q_\omega)$. A sphere with the volume of the zone, $q_c=(6\pi^2)^{1/3}/a=0.4872$ bohr$^{-1}$, gives $-35.6$ meV, smaller in magnitude than $\alpha\omega$ by 3.6% of $\alpha\omega$.

At a valence maximum the level is $E_{N_e}-E_{N_e-1}$ for $N_e$ electrons. The hole has dispersion $q^2/2m$ and the same $|g|^2$, so $E_{N_e-1}$ falls by $\alpha\omega$ and the level moves by $+\alpha\omega$, with $\alpha$ built on the hole mass.

The reason for the failure is seen by expanding the true denominator,

$$\frac1{\varepsilon_q+\omega}=\frac1{\varepsilon_q}\left[1-\frac{q_\omega^2}{q^2}+\frac{q_\omega^4}{q^4}-\dots\right],$$

using $\omega/\varepsilon_q=q_\omega^2/q^2$. The adiabatic term is the first of this geometric series, which converges for $q>q_\omega$ and diverges for $q<q_\omega$; each further term is more singular at the origin. The condition compares two times. The virtual electron of momentum $q$ lives for $1/\varepsilon_q$, and the ions may be taken as fixed if this is short against $1/\omega$. In a band that starts at the electron's own energy no gap enforces this, and for $q<q_\omega$, that is $1/q>36$ bohr or wavelengths $2\pi/q$ beyond 226 bohr, the lattice is the faster partner. The energy $\omega$ of the emitted phonon then limits the lifetime of the intermediate state.

The region $q<q_\omega$ carries real weight because the polar vertex cancels the phase-space factor $q^2$. Setting $q_c=q_\omega$ gives $(2/\pi)\arctan1=1/2$: half of $-\alpha\omega$, $-18.48$ meV, comes from where the adiabatic series diverges. For the other half the adiabatic term gives $-23.53$ meV in place of $-18.48$ meV.

## Why the edge is singled out

For a state at $\mathbf k\ne0$ the adiabatic denominator is $-(A+B\cos\theta)$ with $A=q^2/2m$, $B=kq/m$. Its leading term is linear and odd in $\mathbf q$, so the summand goes as $q^{-3}$ with opposite signs at $\pm\mathbf q$. The denominator vanishes on a surface, and the real part is a principal value; only the real part is evaluated here. The imaginary part is not finite: for $q<2k$ its angular average is $-\pi/2B=-\pi m/2kq$, and the radial integral $\int dq/q$ diverges logarithmically at small $q$. The angular average is

$$-\frac12\,{\rm P}\!\!\int_{-1}^1\frac{dc}{A+Bc}=-\frac1{2B}\ln\left|\frac{A+B}{A-B}\right|=-\frac{m}{2kq}\ln\left|\frac{q+2k}{q-2k}\right|.$$

For $q\ll k$ the logarithm is $q/k$ and the average is finite, $-m/2k^2$. With $y=q/2k$ the radial integral is $\int_0^\infty(dy/y)\ln|(1+y)/(1-y)|$. The substitution $y\to1/y$ maps $(1,\infty)$ onto $(0,1)$ with the same integrand, and on $(0,1)$ the series $\ln\frac{1+y}{1-y}=2\sum_j y^{2j+1}/(2j+1)$ integrates to $2\sum_j(2j+1)^{-2}=\pi^2/4$. The total is $\pi^2/2$, so

$${\rm Re}\,\Sigma^{\rm ad}(k)=-\frac{\omega}{\pi\epsilon^*}\,\frac{m}{2k}\,\frac{\pi^2}{2}=-\alpha\omega\,\frac{\pi q_\omega}{4k}.$$

For the real part the electron's own momentum acts as the cutoff, and it disappears as $k\to0$. Nested quadrature gives $-58.0$ and $-290$ meV at $k/q_\omega=0.5$ and $0.1$.

For the dynamic shift below the emission threshold, $k<q_\omega$, the denominator is $-(|\mathbf k+\mathbf q|^2+\kappa^2)/2m$ with $\kappa^2=q_\omega^2-k^2$. The transforms $\int d^3q\,e^{i\mathbf q\cdot\mathbf r}/(q^2+\kappa^2)=2\pi^2e^{-\kappa r}/r$ and its $\kappa=0$ case turn the convolution into a product:

$$\int\!\frac{d^3q}{q^2(|\mathbf k+\mathbf q|^2+\kappa^2)}=\frac{(2\pi^2)^2}{(2\pi)^3}\,4\pi\!\int_0^\infty\! e^{-\kappa r}\frac{\sin kr}{kr}dr=\frac{2\pi^2}{k}\arctan\frac k\kappa .$$

The last step uses $\int_0^\infty e^{-\kappa r}(\sin kr/r)\,dr=\arctan(k/\kappa)$, which vanishes at $k=0$ and has the $k$-derivative $\int_0^\infty e^{-\kappa r}\cos kr\,dr=\kappa/(\kappa^2+k^2)$. Multiplying by $-(2\pi\omega/\epsilon^*)\,2m/(2\pi)^3$ gives $-(m\omega/\epsilon^*k)\arctan(k/\kappa)$, and with $x=k/q_\omega$, $\arctan(x/\sqrt{1-x^2})=\arcsin x$:

$$\Sigma^{\rm dyn}(k)=-\alpha\omega\,\frac{\arcsin x}{x}.$$

At $x=0.5$ this is $-36.954\times(\pi/6)/0.5=-38.70$ meV, and at $x=0.1$ it is $-37.02$ meV, as quadrature confirms. Expanding, $\arcsin x/x\simeq1+x^2/6$ and $\omega x^2=k^2/2m$, so the dispersion becomes $(1-\alpha/6)k^2/2m$. The curvature would vanish at $\alpha=6$, which shows that second order has failed by then. At $\alpha\approx1$ the higher orders are not computed here, and $-36.95$ meV is the second-order value, not the polaron energy of the model.

## Finite temperature

The absorption denominator, with a retarded $+i0$, is $-(q^2-q_\omega^2-i0)/2m$. The root with positive real part is $\kappa=-iq_\omega+0$, so $q_\omega/\kappa=i$ and $\Sigma(\kappa)=-i\alpha\omega$. For the unbounded parabolic band the absorption channel therefore has no real part, and

$$\Sigma^{\rm dyn}=-(n+1)\,\alpha\omega-i\,n\,\alpha\omega .$$

At 300 K, $n=0.3486$, giving $-1.3486\times36.954=-49.8$ meV and an imaginary part $-0.3486\times36.954=-12.9$ meV. The adiabatic form merges both channels at $\kappa=0$ and multiplies the divergence by $2n+1$.

## The dynamic sum on a grid

The slow approach of the dynamic grid values comes from the remaining $q^{-2}$. Since $2m/q_\omega^2=1/\omega$, partial fractions give

$$S_N=-\frac{2\pi}{\epsilon^*}\,\frac1{L^3}{\sum_{\mathbf q}}'\left[\frac1{q^2}-\frac1{q^2+q_\omega^2}\right].$$

Poisson summation states that the full grid sum of $1/(q^2+\lambda^2)$, divided by $L^3$, exceeds $\int d^3q/(2\pi)^3$ of the same function by $\sum_{\mathbf R\ne0}e^{-\lambda R}/4\pi R$, with $\mathbf R=L\mathbf n$. Omitting $q=0$ subtracts $1/\lambda^2L^3$. For $\lambda=q_\omega$ and $q_\omega L\gg1$ the images are exponentially small, so the excess is $-1/q_\omega^2L^3$, and it enters the bracket with a plus sign. For the first term put $\lambda=s/L$ and let $s\to0$:

$$\frac1L\lim_{s\to0}\left[{\sum_{\mathbf n}}'\frac{e^{-s|\mathbf n|}}{4\pi|\mathbf n|}-\frac1{s^2}\right]\equiv\frac{Z_2}{4\pi^2L}.$$

The constant was evaluated as the analytically continued Epstein sum ${\sum}'|\mathbf n|^{-2}$, $Z_2=-8.9136$, and the grid test below confirms that value. The result is

$$S_N-S_\infty=-\frac{2\pi}{\epsilon^*}\left[\frac{Z_2}{4\pi^2L}+\frac1{q_\omega^2L^3}\right].$$

Both terms are fixed by the summand near $q=0$, where $-|g_{\mathbf q}|^2/(\varepsilon_q+\omega)\simeq-|g_{\mathbf q}|^2/\omega+|g_{\mathbf q}|^2\varepsilon_q/\omega^2$. The first piece, $-2\pi/\epsilon^*\Omega q^2$, does not involve the band and gives the $1/L$ term. The second tends to the constant $\pi/\epsilon^*\Omega m\omega$, and omitting it at $q=0$ costs $-\pi/\epsilon^*m\omega L^3=-(2\pi/\epsilon^*)/q_\omega^2L^3$, which depends on the band only through $m$. Both terms therefore carry over to the cosine band. There the $1/q^2$ vertex has a slope discontinuity at the zone boundary, which adds a term of order $1/N^2$ not included in the formula; it is below $10^{-3}$ meV for $N=64$ and $128$. The formula gives $+7.213$ meV at $N=64$ and $+3.667$ meV at $N=128$, a difference of $-3.546$ meV, and the grids give $-32.894+29.348=-3.546$ meV. The corrected limit is $-32.894-3.667=-36.56$ meV, so the raw $N=128$ sum still misses 10% of its own limit.

That limit differs from $-\alpha\omega$ through two effects of opposite sign. The finite zone removes negative contributions, while $1-\cos y\le y^2/2$ places the cosine band below the parabola and enlarges the remaining ones. Both vanish as $q_\omega a\to0$ at fixed $m$, $\omega$, $\epsilon^*$. The limits for $a=8$, $4$, $2$ bohr are $-36.561$, $-36.791$ and $-36.881$ meV, and a quadratic extrapolation to $a=0$ gives $-36.955$ meV against $-\alpha\omega=-36.954$ meV.

## Values computed for the example and the checks

```
inputs: a=8.0 bohr, M=20.0,40.0 u, Z*=2.0, eps_inf=5.0, m=0.3 m_e
inputs: w_TO=25.0 meV, gap=3000 meV, T=300.0 K
Omega=512 bohr^3, reduced mass=24305.2 m_e
w_LO=34.974 meV = 1.285271e-03 Ha, eps_0=9.7854, 1/es=0.09781
Omega q^2 |g|^2 = 7.89853e-04 Ha^2 bohr
alpha=1.0566, qw=0.02777 1/bohr, 1/qw=36.01 bohr
-alpha w = -36.954 meV
two modes, D/w=0.37: dynamic -1.4599, frozen -5.4054 (g^2/w)
two modes, D/w=0.05: dynamic -1.9048, frozen -39.9994 (g^2/w)
exponents: intra adiabatic -4.0000, intra dynamic -2.0001, interband -0.0000
dynamic, quadrature: CBM -36.954, VBM +36.954, from q<qw -18.477 meV
Debye cutoff qc=0.4872 1/bohr: dynamic shift -35.615 meV
adiabatic, q_min=1.0 qw: -23.53 meV
adiabatic, q_min=0.1 qw: -235.26 meV
adiabatic, q_min=0.01 qw: -2352.59 meV
adiabatic, delta=100.00 meV: -15.45 meV
adiabatic, delta=17.49 meV: -36.95 meV
adiabatic, delta=10.00 meV: -48.87 meV
adiabatic, delta=1.00 meV: -154.53 meV
adiabatic, delta=0.10 meV: -488.68 meV
k=0.5 qw: adiabatic PV -58.05 meV, dynamic -38.698 meV
k=0.1 qw: adiabatic PV -290.24 meV, dynamic -37.016 meV
T=300.0 K: n=0.3486, Re -49.837 meV, Im -12.883 meV
Epstein sums: Z4=16.53232, Z2=-8.91363
grid N=8: adiabatic -8.376 meV, dynamic -7.996 meV
grid N=16: adiabatic -17.195 meV, dynamic -14.850 meV
grid N=32: adiabatic -34.733 meV, dynamic -23.077 meV
grid N=64: adiabatic -69.765 meV, dynamic -29.348 meV
grid N=128: adiabatic -139.810 meV, dynamic -32.894 meV
adiabatic slope per unit N: grid -1.0944, formula -1.0943 meV
dynamic grid error, formula: N=64 7.213, N=128 3.667 meV
converged dynamic shift, cosine band a=8.0 bohr: -36.561 meV
converged dynamic shift, cosine band a=4.0 bohr: -36.791 meV
converged dynamic shift, cosine band a=2.0 bohr: -36.881 meV
extrapolated to a=0: -36.955 meV
non-polar sum / (g^2 m a^2): N=64 0.49841, N=128 0.50193, limit 0.50546
```
